Isotropic averages of direction cosines and the Raman depolarisation ratio, part 2

A molecule's scattering tensor T, known in molecular axes x, y, z, is averaged over orientations relative to laboratory axes X, Y, Z. The direction cosines l_iλ form a proper rotation R = R_z(φ) R_y(β) R_z(χ), and T_ij = l_iλ l_jμ T_λμ. D(S) applies a rotation S to every tensor index. Repeated indices are summed, except fixed axis labels. Hartree atomic units are used. The isotropic average ⟨·⟩ uses the measure

dν = sinβ dφ dβ dχ / 8π².

The triple (f¹, f², f³) is

f¹_ijkl = δ_ij δ_kl,  f²_ijkl = δ_ik δ_jl,  f³_ijkl = δ_il δ_jk.

Theorem 1. For an isotropic sample,

⟨l_iλ⟩ = 0,

⟨l_iλ l_jμ⟩ = δ_ij δ_λμ / 3,

⟨l_iλ l_jμ l_kν⟩ = ε_ijk ε_λμν / 6,

⟨l_iλ l_jμ l_kν l_lσ⟩ = Σ_rs f^r_ijkl M_rs f^s_λμνσ,

where M is 1/30 times the 3 × 3 matrix with 4 on the diagonal and −1 everywhere else.

Lemma 5. Define

P⁰ = f¹/3,  P¹ = (f² − f³)/2,  P² = (f² + f³)/2 − f¹/3.

With T^L_ij = P^L_ijkl T_kl and |T^L|² = T^L_ij (T^L_ij)*,

⟨T_ij T*_kl⟩ = Σ_L |T^L|² P^L_ijkl / (2L + 1).

The P^L are mutually orthogonal projectors spanning the isotropic rank-four tensors. (P⁰, P¹, P²) is (1/3, 0, 2/3) for ZZZZ and (0, 1/2, 1/2) for YZYZ.

a = tr T / 3,  γ² = (3/2)|T²|²,  δ² = (3/2)|T¹|²,

γ² = (1/2)Σ′|T_λλ − T_μμ|² + (3/4)Σ′|T_λμ + T_μλ|²,

with Σ′ over the pairs xy, yz, zx.

Light travels along Y, is polarised along Z and is observed along X: I∥ = ⟨|T_ZZ|²⟩, I⊥ = ⟨|T_YZ|²⟩, ρ = I⊥/I∥.

Theorem 2.

I∥ = (45|a|² + 4γ²)/45,  I⊥ = (3γ² + 5δ²)/45,  ρ = (3γ² + 5δ²)/(45|a|² + 4γ²).

For symmetric nonzero T, δ² = 0 and 0 ≤ ρ ≤ 3/4.

In the Placzek regime (far from resonance, non-degenerate electronic ground state) T = ⟨v′|α(Q)|v⟩ is symmetric, α being the clamped-nuclei polarisability. The opening's rod is polarisable only along z. In the printout, S_rs = f^r·f^s and L is angular momentum.

Remark (other polarisations). An analyser at angle θ to Z passes |T_ZZ cosθ + T_YZ sinθ|². The cross term ⟨T_ZZ T*_YZ⟩ has indices ZZYZ, in which Y occurs once, so all three f^r vanish and the intensity is I∥cos²θ + I⊥sin²θ. Unpolarised incident light is an incoherent equal mixture of Z and X polarisation. The ratio of the Y-polarised to the Z-polarised scattered intensity is then

ρ_n = (⟨|T_YZ|²⟩ + ⟨|T_YX|²⟩)/(⟨|T_ZZ|²⟩ + ⟨|T_ZX|²⟩).

All off-diagonal averages have the triple (0,1,0) and equal I⊥, so ρ_n = 2I⊥/(I∥ + I⊥) = 2ρ/(1 + ρ). For symmetric T this is 6γ²/(45|a|² + 7γ²). It increases with ρ and reaches 6/7 = 0.857 at ρ = 3/4. The limit 3/4 belongs to incident light polarised along Z, perpendicular to the plane of the incident and observed beams. For polarisation along X, the direction of observation, both scattered components have the intensity I⊥ and their ratio is 1 whenever I⊥ is not zero.

Lemma 6 (symmetry). In the Placzek regime, with α taken to first order in the normal coordinates, the fundamental of a mode that is not totally symmetric has a = 0, and so ρ = 3/4 if it is Raman active.

Proof. A point-group operation g carries a displaced geometry into a congruent one, whose polarisability is gαgᵀ and has the same trace. So ᾱ(Q) = tr α/3 is unchanged when g acts on the vector of normal coordinates, and its gradient at equilibrium is a vector fixed by every g. The component of the gradient within the coordinates of one irreducible representation is then also fixed by every g. A nonzero fixed vector spans an invariant line, so an irreducible representation that contains it is that line itself; every g acts on it as the identity, and it is the totally symmetric one. For any other representation the component therefore vanishes. Since a is proportional to this component, a = 0. ∎

The converse does not hold, because the trace derivative of a totally symmetric mode may vanish by accident. At the other extreme, for a totally symmetric mode of a tetrahedral or octahedral molecule T is itself invariant. The twofold axes along x, y, z remove its off-diagonal elements, the threefold axis equates the diagonal ones, and γ² = 0 gives ρ = 0.

The quantum rotor

A free molecule occupies rotational states, and its spectrum has separate lines. Consider a rigid linear molecule without electronic or vibrational angular momentum, with axis n, states Y_JM(n), and a and γ independent of J, with γ real:

T_ij(n) = a δ_ij + γ(n_i n_j − δ_ij/3).

In molecular axes the traceless part is diag(−γ/3, −γ/3, 2γ/3), for which the Cartesian formula gives (1/2)(0 + γ² + γ²) = γ², consistent with the notation. With all M of the initial level equally populated, the line J → J′ is described by

W_ijkl(J→J′) = (2J+1)⁻¹ Σ_MM′ ⟨J′M′|T_ij|JM⟩ ⟨J′M′|T_kl|JM⟩*.

Theorem 3. There are weights b(J→J′) ≥ 0 with Σ_J′ b(J→J′) = 1 such that

I∥(J→J′) = |a|² δ_JJ′ + (4γ²/45) b,  I⊥(J→J′) = (3γ²/45) b.

Every line with J′ ≠ J has ρ = 3/4, and the sums over J′ equal the classical averages for each J.

Proof. Let Π_J project on level J. Then (2J+1)W_ijkl = Tr(Π_J T_kl† Π_J′ T_ij). Let (Uψ)(n) = ψ(Sᵀn). U is unitary and commutes with the rotor Hamiltonian, hence with every Π_J. Also U†T_ij U is multiplication by T_ij(Sn) = S_ia S_jb T_ab(n). Inserting UU† between the factors and using the cyclic property of the trace gives W = D(S)W. So W is isotropic, and W = Σ_L w_L P^L with (2L+1)w_L = P^L·W. Because T_ij is symmetric, P¹·W = 0. Next P⁰·W = W_iikk/3, and T_ii = 3a is a constant with matrix elements 3a δ_JJ′ δ_MM′, so w₀ = (1/3)(9|a|²)δ_JJ′ = 3|a|²δ_JJ′. The coefficient 5w₂ = P²·W is a sum of squared moduli and is non-negative. Define b by w₂ = (2γ²/15)b. The components of P⁰ and P² found in Theorem 2 give I∥ = w₀/3 + 2w₂/3 and I⊥ = w₂/2, which are the stated forms.

For the sum use Σ_J′ Π_J′ = 1:

Σ_J′ W_ijkl = ∫ T_ij(n) T*_kl(n) (2J+1)⁻¹ Σ_M |Y_JM(n)|² dn.

A rotation mixes the Y_JM of one level by a unitary matrix, which leaves Σ_M|Y_JM(n)|² unchanged. That sum is therefore constant on the sphere, and since its integral is 2J + 1 it equals (2J+1)/4π. The right side is the average with sinβ dβ dφ/4π, which is ν for a function independent of χ. Lemma 5 gives its L = 2 coefficient as (2γ²/3)/5 = 2γ²/15, so Σ_J′ b = 1. ∎

Remark. The functions n_i n_j − δ_ij/3 transform as P² tensors and are the L = 2 harmonics. The triangle rule limits |J′ − J| to 2, and their even parity excludes |J′ − J| = 1, which leaves the O, Q and S branches. The sum over J′ is the band intensity only if the frequency factor is treated as constant across the band; for a factor varying as a low power of the scattered frequency, the relative error of a line intensity is of the order of that power times the rotational shift divided by the scattered frequency. Since each J gives the same sum, the band ratio is then independent of temperature. The proof uses that the states of one level, labelled by M, span a space invariant under laboratory rotations, that T is symmetric, and that its trace does not depend on orientation. It carries over to rigid symmetric and asymmetric tops with wavefunctions on SO(3) and a symmetric molecular tensor T, with one change. There one J can hold several levels, so δ_JJ′ must be replaced by one if the final level is the initial level and by zero otherwise. An allowed line between two different levels of equal J therefore also has ρ = 3/4. The program tests the linear rotor only.

As a model take a = 1 bohr³ and γ = 3 bohr³, which makes T = 3nn, the rod of the opening. The classical values are I∥ = 1 + 36/45 = 1.8 bohr⁶ and I⊥ = 27/45 = 0.6 bohr⁶, with ρ = 1/3. Numerical integration over spherical harmonics for J = 2 gives, in bohr⁶,

2 → 0:  I∥ = 0.160000,  I⊥ = 0.120000,  ρ = 0.750000
2 → 2:  I∥ = 1.228571,  I⊥ = 0.171429,  ρ = 0.139535
2 → 4:  I∥ = 0.411429,  I⊥ = 0.308571,  ρ = 0.750000

The columns add to 1.800000 and 0.600000. Dividing I⊥ by 0.6 gives b = 0.2000, 0.2857 and 0.5143, which add to one, and the Q line satisfies 1 + 0.8 × 0.2857 = 1.2286. For this initial level, a measurement that collects the 2 → 2 line alone finds 0.14 in place of 1/3, because it keeps all the trace scattering and only part of the anisotropic scattering.

Worked example: the three fundamentals of water

The level of theory is restricted Hartree–Fock with the aug-cc-pVDZ basis, static polarisability, harmonic modes and α linear in the normal coordinate. The molecule lies in the yz plane with z the twofold axis. The optimised geometry has r(OH) = 1.7832 bohr and an angle of 105.93°, with energy −76.041844 hartree; the masses are 29164.4 and 1837.5 electron masses for O and H.

For a mode of frequency ω with mass-weighted coordinate Q, set q = √ω Q. The Hamiltonian is (ω/2)(p² + q²), q = (b̂ + b̂†)/√2 in ladder operators, and ⟨1|q|0⟩ = 1/√2. Hence

T = ⟨1|α|0⟩ = (∂α/∂q)/√2.

The sign of q is arbitrary, and so is the overall sign of T. The derivative is a central difference with step 0.10 in q.

The polarisability follows from the first-order Hartree–Fock condition. A field F adds F·r to the one-electron operator, the electron charge being −1. Let occupied orbitals mix as φ_i → φ_i + Σ_a κ_ia φ_a and virtual ones as φ_a → φ_a − Σ_i κ_ia φ_i, with real κ. The closed-shell density matrix changes by 2Σκ_jb(|j⟩⟨b| + |b⟩⟨j|). In the Fock element (i,a) this gives the Coulomb term 4(ia|jb)κ_jb and, with the exchange factor −1/2, the term −[(ij|ab) + (ib|ja)]κ_jb. The orbital mixing gives (ε_a − ε_i)κ_ia. Requiring the occupied–virtual Fock element to remain zero, with d_ia = ⟨i|r|a⟩,

Σ_jb (A+B)_ia,jb κ_jb = −F·d_ia,  (A+B)_ia,jb = (ε_a − ε_i)δ_ij δ_ab + 4(ia|jb) − (ij|ab) − (ib|ja).

The induced dipole is minus the trace of r with the density change, −4Σκ_ia d_ia, so α = 4dᵀ(A+B)⁻¹d. At equilibrium its diagonal is 7.2593, 8.7991, 7.8557 bohr³ (xx, yy, zz). The program tests it against dipoles computed in a finite field.

Four decimals are carried below so that the arithmetic can be followed. Small differences in the last place from the printed values come from using rounded inputs.

The bend (a₁) has ω = 0.007947 hartree (1744 cm⁻¹) and T = diag(0.0142, −0.1150, 0.2052) bohr³. Then

a = (0.0142 − 0.1150 + 0.2052)/3 = 0.0348 bohr³,  45a² = 0.0545 bohr⁶,

γ² = (1/2)(0.1292² + 0.3202² + 0.1910²) = 0.0779 bohr⁶,

ρ = 3(0.0779)/(0.0545 + 4 × 0.0779) = 0.2337/0.3661 = 0.6383,

ρ_n = 2(0.6383)/1.6383 = 0.7792.

Direct quadrature over orientations gives I∥ = 0.00813 and I⊥ = 0.00519 bohr⁶, and the same ρ.

The symmetric stretch (a₁) has ω = 0.018817 hartree (4130 cm⁻¹) and T = diag(0.2146, 0.8800, 0.5480) bohr³. Here a = 1.6426/3 = 0.5475 bohr³, with 45a² = 13.4912 bohr⁶ from the unrounded a, and γ² = (1/2)(0.6654² + 0.3320² + 0.3334²) = 0.332 bohr⁶. So

ρ = 3(0.3320)/(13.4912 + 1.3280) = 0.9960/14.8192 = 0.0672,

I∥ = 14.8192/45 = 0.3293 bohr⁶, I⊥ = 0.3320/15 = 0.0221 bohr⁶ and ρ_n = 0.1260.

The antisymmetric stretch (b₂) has ω = 0.019306 hartree (4237 cm⁻¹). The mirror y → −y reverses q. It leaves the diagonal elements of α unchanged, so they are even in q and have zero derivative, as Lemma 6 requires of their sum; it reverses α_yz, which is therefore odd in q and may have a nonzero derivative. The calculation, run without imposed symmetry, finds zero diagonal elements to the printed four decimals and T_yz = T_zy = 0.4663 bohr³. Then γ² = (3/4)(2 × 0.4663)² = 0.652 bohr⁶, I∥ = 4(0.6524)/45 = 0.0580 bohr⁶, I⊥ = 0.6524/15 = 0.0435 bohr⁶, ρ = 3/4 and ρ_n = 6/7.

The two a₁ modes have the same symmetry and very different ratios. In the stretch the three diagonal elements share one sign and 45a² is about ten times 4γ². In the bend the yy and zz elements have opposite signs and partly cancel in the trace while adding in the difference T_yy − T_zz, so 45a² is less than a fifth of 4γ² and ρ = 0.64 lies only about 15 % below the bound. In a model of rigid bond polarisabilities a pure bend only rotates each bond tensor, which preserves the trace and would give 3/4 exactly; the normal mode, however, is not a pure bend. At the same level of theory, changing the HOH angle at fixed bond length gives a derivative diag(0.016, 1.201, −1.067) bohr³ per radian and ρ = 0.745, close to the bond-model value. In the normal mode the angle change contributes −0.023 bohr³ to tr T and the small accompanying change of bond length +0.127 bohr³, which add to 3a = 0.104 bohr³. The drop from 3/4 to 0.64 thus comes mainly from the stretch admixture. These decomposed values are not part of the printed output. The values 0.64 and 0.07 depend on the method, the basis, the static limit and the double-harmonic approximation, none of which was varied, so they are properties of this model and their basis-set error is unknown. The finite step matters little: smaller steps move the elements of T and ρ by about one unit in the fourth decimal (0.2051 for T_zz and 0.6384 for ρ of the bend, 0.8799 for T_yy of the symmetric stretch), so that decimal is not significant. The value 3/4 for the b₂ band follows from symmetry within the Placzek regime.

Remark (numerical tests of Theorem 1). The numerical check with its output, integrates over the Euler angles with eight equally spaced points in φ and in χ and five Gauss–Legendre points in cosβ. This is exact up to rank four. The φ average requires an even number of factors with row X or Y and the χ average an even number with column x or y, so the factors carrying sinβ, which are l_Xz, l_Yz, l_Zx and l_Zy, occur an even number of times in total, and a polynomial in cosβ of degree at most four remains. All components of all four ranks agree with the theorem within an asserted absolute tolerance of 10⁻¹³. A test that does not use Euler angles draws 10⁵ random unit quaternions. Its largest absolute deviation from the formulas, over all components and ranks, is 0.0065. Since |l| ≤ 1, no component has a standard error above √(1/(3 × 10⁵)) ≈ 0.0018, so the deviation is at least 3.5 standard errors. Only the nine rank-one components reach that standard error; in higher ranks the variance is at most ⟨l⁴⟩ = 1/5 and the standard error at most 0.0014. The deviation comes from a single sample, which cannot distinguish a chance fluctuation from a defect in the sampling, and the output does not say which component carries it. It lies within the asserted tolerance of 0.01 and is about a fifth of 1/30, the magnitude of the off-diagonal elements of M.

Numbers as computed

```
isotropic tensors, rank 1-4, null space of L^2: [0, 1, 1, 3]
isotropic tensors, rank 1-4, character integral: [0.0, 1.0, 1.0, 3.0]
delta.delta = 3, eps.eps = 6
Gram matrix S = [[9, 3, 3], [3, 9, 3], [3, 3, 9]]
30 * S^-1 = [[4, -1, -1], [-1, 4, -1], [-1, -1, 4]]
Monte Carlo (1e5 quaternions) largest deviation = 0.0065
<l_Zz^2> = 0.333333 = 1/3
<l_Xx l_Yy l_Zz> = 0.166667 = 1/6
<l_Zz^4> = 0.200000 = 1/5
<l_Zz^2 l_Zx^2> = 0.066667 = 1/15
<l_Zz^2 l_Xx^2> = 0.133333 = 2/15
<l_Xx l_Xy l_Yy l_Yx> = -0.033333 = -1/30
wrong measure (uniform beta): <l_Zz^2> = 0.500000
traceless symmetric tensor: rho = 0.750000, rho_natural = 0.857143
only T_xy = 1 bohr^3: gamma2 = 0.7500, delta2 = 0.7500 bohr^6
  I_par = 0.066667, I_perp = 0.133333 bohr^6, rho = 2.0000
model rotor: a = 1.0, gamma = 3.0 bohr^3
  J 2->0: I_par = 0.160000, I_perp = 0.120000 bohr^6, rho = 0.750000
  J 2->2: I_par = 1.228571, I_perp = 0.171429 bohr^6, rho = 0.139535
  J 2->4: I_par = 0.411429, I_perp = 0.308571 bohr^6, rho = 0.750000
  sum: I_par = 1.800000, I_perp = 0.600000 bohr^6, rho = 0.333333
water RHF/aug-cc-pVDZ: E = -76.041844 hartree
r(OH) = 1.7832 bohr, angle = 105.93 deg
masses: O 29164.4, H 1837.5 m_e
equilibrium alpha xx, yy, zz = 7.2593 8.7991 7.8557 bohr^3
step in dimensionless normal coordinate q = 0.10
bend (a1): omega = 0.007947 hartree = 1744 cm^-1
  T xx yy zz yz = 0.0142 -0.1150 0.2052 0.0000 bohr^3
  a = 0.0348 bohr^3, gamma2 = 0.0779, 45a^2 = 0.0545 bohr^6
  I_par = 0.00813, I_perp = 0.00519 bohr^6 (quadrature)
  rho = 0.6383 (quadrature 0.6383), rho_natural = 0.7792
sym stretch (a1): omega = 0.018817 hartree = 4130 cm^-1
  T xx yy zz yz = 0.2146 0.8800 0.5480 0.0000 bohr^3
  a = 0.5475 bohr^3, gamma2 = 0.3320, 45a^2 = 13.4912 bohr^6
  I_par = 0.32932, I_perp = 0.02214 bohr^6 (quadrature)
  rho = 0.0672 (quadrature 0.0672), rho_natural = 0.1260
antisym stretch (b2): omega = 0.019306 hartree = 4237 cm^-1
  T xx yy zz yz = 0.0000 0.0000 0.0000 0.4663 bohr^3
  a = 0.0000 bohr^3, gamma2 = 0.6524, 45a^2 = 0.0000 bohr^6
  I_par = 0.05799, I_perp = 0.04349 bohr^6 (quadrature)
  rho = 0.7500 (quadrature 0.7500), rho_natural = 0.8571
```
